# The compressibility sum rule and the sign change of jellium's compressibility: a program that tests the result

```python
"""
Result under test: the static exchange-correlation kernel obeys
    lim_{q->0} f_xc(q) = d^2 [n eps_xc(n)] / dn^2,
and the uniform electron gas has
    kappa_0/kappa = 1 + (k_F/pi^2) f_xc(0),
which changes sign near r_s = 5.25.
Symbols: n density, r_s Wigner-Seitz radius, k_F Fermi wavevector,
eps_xc exchange-correlation energy per electron, kappa compressibility,
kappa_0 its noninteracting value, chi density response, chi_s the
noninteracting response, Pi the proper response (Hartree field removed).
Hartree atomic units are used for the electron gas.
A ring of interacting spinless fermions tests the kernel theorem with
correlation included; its energies are in units of the hopping t.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh
from scipy.special import spherical_jn
from pyscf.dft import libxc

pi = np.pi


# ---------- Interacting ring: exact diagonalization ----------
def ring_hamiltonian(sites, particles, repulsion):
    """Hard-core chain equal to fermions with closed-shell boundary phase."""
    states = np.array(sorted(sum(1 << i for i in c)
                             for c in combinations(range(sites), particles)))
    occupation = (states[:, None] >> np.arange(sites)) & 1
    pairs = (occupation * np.roll(occupation, -1, axis=1)).sum(axis=1)
    rows, columns = [], []
    for j in range(sites):
        k = (j + 1) % sites
        movable = np.flatnonzero(occupation[:, j] != occupation[:, k])
        moved = states[movable] ^ ((1 << j) | (1 << k))
        rows.append(movable)
        columns.append(np.searchsorted(states, moved))
    rows, columns = np.concatenate(rows), np.concatenate(columns)
    hopping = coo_matrix((-np.ones(len(rows)), (rows, columns)),
                         shape=(len(states), len(states))).tocsr()
    return (hopping + diags(repulsion * pairs.astype(float))).tocsr(), occupation


def ground_state(hamiltonian):
    values, vectors = eigsh(hamiltonian, k=1, which="SA",
                            v0=np.ones(hamiltonian.shape[0]))
    return values[0], vectors[:, 0]


def solve_excited(hamiltonian, energy, source):
    """Conjugate gradients for (H - E0) x = source, source orthogonal to E0."""
    x = np.zeros_like(source)
    residual = source.copy()
    direction = residual.copy()
    norm2 = residual @ residual
    for _ in range(2000):
        image = hamiltonian @ direction - energy * direction
        step = norm2 / (direction @ image)
        x += step * direction
        residual -= step * image
        new_norm2 = residual @ residual
        if new_norm2 < 1e-20:
            return x
        direction = residual + (new_norm2 / norm2) * direction
        norm2 = new_norm2
    raise RuntimeError("linear response did not converge")


def ring_response_and_curvature(sites, particles, repulsion):
    hamiltonian, occupation = ring_hamiltonian(sites, particles, repulsion)
    energy, vector = ground_state(hamiltonian)
    wave = np.cos(2 * pi * np.arange(sites) / sites)
    source = (occupation @ wave) * vector
    source -= vector * (vector @ source)
    response = -4 * (source @ solve_excited(hamiltonian, energy, source)) / sites
    neighbours = [ground_state(ring_hamiltonian(sites, m, repulsion)[0])[0]
                  for m in (particles - 1, particles + 1)]
    curvature = sites * (sum(neighbours) - 2 * energy)
    return response, curvature, energy


repulsion = 1.0
ring_sizes = np.array([12, 15, 18])
kernel_values, curvature_values = [], []
for sites in ring_sizes:
    particles = int(sites) // 3
    chi_free, curve_free, energy_free = ring_response_and_curvature(
        int(sites), particles, 0.0)
    momenta = 2 * pi * (np.arange(particles) - (particles - 1) / 2) / sites
    assert abs(energy_free + 2 * np.cos(momenta).sum()) < 1e-8
    chi_full, curve_full, _ = ring_response_and_curvature(
        int(sites), particles, repulsion)
    hartree_kernel = 2 * repulsion * np.cos(2 * pi / sites)
    kernel_values.append(1 / chi_free - 1 / chi_full - hartree_kernel)
    curvature_values.append(curve_full - curve_free - 2 * repulsion)
inverse_size2 = 1.0 / ring_sizes**2
kernel_limit = np.polyfit(inverse_size2, kernel_values, 2)[-1]
curvature_limit = np.polyfit(inverse_size2, curvature_values, 2)[-1]
# The tolerance allows for extrapolation from three finite rings.
assert abs(kernel_limit - curvature_limit) < 0.02

print(f"Ring: repulsion V = {repulsion:.1f} t, filling = 1/3")
for sites, kernel, curvature in zip(ring_sizes, kernel_values, curvature_values):
    print(f"Ring L={sites}: f_xc(2pi/L) = {kernel:.5f} t, "
          f"(e_xc)'' = {curvature:.5f} t")
print(f"Ring L->infinity: f_xc = {kernel_limit:.4f} t, "
      f"(e_xc)'' = {curvature_limit:.4f} t")


# ---------- Uniform electron gas ----------
def density(rs):
    return 3 / (4 * pi * rs**3)


def fermi_wavevector(n):
    return (3 * pi**2 * n) ** (1 / 3)


def kinetic_energy(n):
    return 0.3 * fermi_wavevector(n) ** 2


def xc_data(code, n):
    exc, vxc, fxc = libxc.eval_xc(code, np.array([n]), spin=0, deriv=2)[:3]
    return tuple(float(np.ravel(a)[0]) for a in (exc, vxc[0], fxc[0]))


def stiffness_ratio(rs, code):
    n = density(rs)
    return 1 + fermi_wavevector(n) * xc_data(code, n)[2] / pi**2


def lindhard(q, k_fermi):
    """Static noninteracting response by integration over the Fermi sphere."""
    def integrand(k):
        return k * np.log(abs((k + q / 2) / (k - q / 2)))
    inner = quad(integrand, 0, q / 2, limit=200)[0]
    outer = quad(integrand, q / 2, k_fermi, limit=200)[0]
    return -(inner + outer) / (pi**2 * q)


PW92 = "LDA_X,LDA_C_PW"
EXCHANGE = "LDA_X,"


def total_energy(n):
    return kinetic_energy(n) + xc_data(PW92, n)[0]


# Noninteracting response against the curvature of the kinetic energy.
n_test = density(4.0)
k_test = fermi_wavevector(n_test)
h = 1e-3 * n_test
kinetic_curvature = sum(w * m * kinetic_energy(m) for w, m in
                        ((1, n_test + h), (-2, n_test), (1, n_test - h))) / h**2
inverse_lindhard = -1 / lindhard(0.02 * k_test, k_test)
assert abs(kinetic_curvature / (pi**2 / k_test) - 1) < 1e-5
assert abs(inverse_lindhard / kinetic_curvature - 1) < 2e-4

# Exchange energy from the exchange hole; the cut tail is below 1e-4 relative.
hole_integral = quad(lambda x: spherical_jn(1, x)**2 / x, 0, 200, limit=800)[0]
exchange_from_hole = -9 * pi * n_test / k_test**2 * hole_integral
assert abs(exchange_from_hole / (-3 * k_test / (4 * pi)) - 1) < 1e-4
assert abs(xc_data(EXCHANGE, n_test)[0] / exchange_from_hole - 1) < 1e-4
exchange_kernel = xc_data(EXCHANGE, n_test)[2]
assert abs(exchange_kernel / (-pi / k_test**2) - 1) < 1e-6

# Inverse compressibility from E(V) at fixed particle number.
for rs in (1.0, 2.0, 4.0, 5.0, 6.0):
    n = density(rs)
    volume = 1 / n
    dv = 1e-3 * volume
    from_volume = volume * (total_energy(1 / (volume + dv))
                            - 2 * total_energy(n)
                            + total_energy(1 / (volume - dv))) / dv**2
    scale = n**2 * pi**2 / fermi_wavevector(n)
    assert abs(from_volume / scale - stiffness_ratio(rs, PW92)) < 1e-4

# Worked example at r_s = 4.
exc, _, fxc = xc_data(PW92, n_test)
inverse_kappa = n_test**2 * (pi**2 / k_test + fxc)
pressure_unit = (physical_constants["Hartree energy"][0]
                 / physical_constants["Bohr radius"][0]**3 / 1e9)
print("Example: r_s = 4 bohr, PW92 correlation")
print(f"density n = {n_test:.6f} bohr^-3")
print(f"Fermi wavevector k_F = {k_test:.5f} bohr^-1")
print(f"-1/chi_s at q=0.02 k_F = {inverse_lindhard:.4f} hartree bohr^3")
print(f"kinetic curvature pi^2/k_F = {pi**2 / k_test:.4f} hartree bohr^3")
print(f"exchange-hole integral = {hole_integral:.5f} (dimensionless)")
print(f"eps_x = {xc_data(EXCHANGE, n_test)[0]:.6f} hartree")
print(f"eps_xc = {exc:.6f} hartree")
print(f"f_x(0) = {exchange_kernel:.4f} hartree bohr^3")
print(f"f_c(0) = {fxc - exchange_kernel:.4f} hartree bohr^3")
print(f"f_xc(0) = {fxc:.4f} hartree bohr^3")
print(f"kappa_0/kappa = {stiffness_ratio(4.0, PW92):.5f} (dimensionless)")
print(f"1/kappa = {inverse_kappa:.4e} hartree bohr^-3")
print(f"1/kappa = {inverse_kappa * pressure_unit:.4f} GPa")
for rs in (1.0, 2.0, 3.0, 4.0, 5.0, 6.0):
    print(f"r_s = {rs:.0f} bohr: kappa_0/kappa = {stiffness_ratio(rs, PW92):.4f}")

# Sign change of the compressibility.
critical = {}
for name, code in (("PW92", PW92), ("VWN5", "LDA_X,LDA_C_VWN"),
                   ("PZ81", "LDA_X,LDA_C_PZ")):
    critical[name] = brentq(stiffness_ratio, 3, 8, args=(code,))
    assert abs(critical[name] - 5.25) < 0.1
    assert stiffness_ratio(critical[name] - 0.1, code) > 0
    assert stiffness_ratio(critical[name] + 0.1, code) < 0
    print(f"critical r_s with {name} = {critical[name]:.4f} bohr")
exchange_root = brentq(stiffness_ratio, 3, 8, args=(EXCHANGE,))
assert abs(exchange_root - pi * (9 * pi / 4) ** (1 / 3)) < 1e-5
print(f"critical r_s with exchange only = {exchange_root:.4f} bohr")
print(f"density at PW92 critical point = {density(critical['PW92']):.6f} bohr^-3")


# Zero pressure is a different, earlier point.
def pressure(rs):
    n = density(rs)
    exc_n, vxc_n, _ = xc_data(PW92, n)
    return n * (2 * kinetic_energy(n) / 3 + vxc_n - exc_n)


zero_pressure = brentq(pressure, 2, 7)
energy_minimum = minimize_scalar(lambda rs: total_energy(density(rs)),
                                 bounds=(2, 7), method="bounded",
                                 options={"xatol": 1e-7}).x
assert abs(zero_pressure - energy_minimum) < 1e-3
assert zero_pressure < critical["PW92"]
print(f"zero-pressure r_s with PW92 = {zero_pressure:.4f} bohr")

# Proper and full response on the two sides of the sign change.
for rs, expected_sign in ((5.0, 1), (6.0, -1)):
    n = density(rs)
    k_fermi = fermi_wavevector(n)
    q = 0.1 * k_fermi
    coulomb = 4 * pi / q**2
    inverse_proper = 1 / lindhard(q, k_fermi) - xc_data(PW92, n)[2]
    dielectric = 1 - coulomb / inverse_proper
    full_response = 1 / (inverse_proper - coulomb)
    assert np.sign(dielectric) == expected_sign
    assert full_response < 0
    print(f"r_s={rs:.0f}, q=0.1 k_F: -1/Pi = {-inverse_proper:.4f} hartree bohr^3")
    print(f"r_s={rs:.0f}, q=0.1 k_F: 4pi/q^2 = {coulomb:.1f} hartree bohr^3")
    print(f"r_s={rs:.0f}, q=0.1 k_F: dielectric function = {dielectric:.1f}")
    print(f"r_s={rs:.0f}, q=0.1 k_F: chi = {full_response:.4e} hartree^-1 bohr^-3")

print("every check passed")
```

Output:

```
Ring: repulsion V = 1.0 t, filling = 1/3
Ring L=12: f_xc(2pi/L) = 0.94838 t, (e_xc)'' = 0.93638 t
Ring L=15: f_xc(2pi/L) = 0.94333 t, (e_xc)'' = 0.93451 t
Ring L=18: f_xc(2pi/L) = 0.94026 t, (e_xc)'' = 0.93349 t
Ring L->infinity: f_xc = 0.9324 t, (e_xc)'' = 0.9311 t
Example: r_s = 4 bohr, PW92 correlation
density n = 0.003730 bohr^-3
Fermi wavevector k_F = 0.47979 bohr^-1
-1/chi_s at q=0.02 k_F = 20.5714 hartree bohr^3
kinetic curvature pi^2/k_F = 20.5707 hartree bohr^3
exchange-hole integral = 0.24999 (dimensionless)
eps_x = -0.114541 hartree
eps_xc = -0.146408 hartree
f_x(0) = -13.6473 hartree bohr^3
f_c(0) = -1.6630 hartree bohr^3
f_xc(0) = -15.3103 hartree bohr^3
kappa_0/kappa = 0.25572 (dimensionless)
1/kappa = 7.3195e-05 hartree bohr^-3
1/kappa = 2.1535 GPa
r_s = 1 bohr: kappa_0/kappa = 0.8275
r_s = 2 bohr: kappa_0/kappa = 0.6447
r_s = 3 bohr: kappa_0/kappa = 0.4537
r_s = 4 bohr: kappa_0/kappa = 0.2557
r_s = 5 bohr: kappa_0/kappa = 0.0517
r_s = 6 bohr: kappa_0/kappa = -0.1574
critical r_s with PW92 = 5.2495 bohr
critical r_s with VWN5 = 5.2483 bohr
critical r_s with PZ81 = 5.2374 bohr
critical r_s with exchange only = 6.0292 bohr
density at PW92 critical point = 0.001650 bohr^-3
zero-pressure r_s with PW92 = 4.1850 bohr
r_s=5, q=0.1 k_F: -1/Pi = 1.3518 hartree bohr^3
r_s=5, q=0.1 k_F: 4pi/q^2 = 8529.6 hartree bohr^3
r_s=5, q=0.1 k_F: dielectric function = 6311.0
r_s=5, q=0.1 k_F: chi = -1.1722e-04 hartree^-1 bohr^-3
r_s=6, q=0.1 k_F: -1/Pi = -4.8322 hartree bohr^3
r_s=6, q=0.1 k_F: 4pi/q^2 = 12282.6 hartree bohr^3
r_s=6, q=0.1 k_F: dielectric function = -2540.8
r_s=6, q=0.1 k_F: chi = -8.1448e-05 hartree^-1 bohr^-3
every check passed
```
